# Atomic Form Factors and the Mott-Bethe Electron Scattering Amplitude

An X-ray scattered elastically by an atom, at a photon energy well above the atom's absorption edges (far below an edge the electrons of that shell hardly scatter), probes the electron density. A fast electron probes the electrostatic potential, to which the nucleus contributes as well. This problem finds both responses and the relation between them.

Atomic units are used: lengths are in $a_0$, wave vectors in $1/a_0$, and $\hbar=m=e^2/(4\pi\varepsilon_0)=1$. The nucleus, of charge $Z$, is fixed at the origin. The density $\rho(\mathbf r)$ integrates to the electron number $N$. With $\mathbf q$ the incident minus the outgoing wave vector, the X-ray form factor is

$$f(\mathbf q)=\int\rho(\mathbf r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r .$$

It adds the waves scattered from all volume elements with their relative phases. At $\mathbf q=0$ all phases agree and $f=N$. Moments are written $\langle r^n\rangle=\int\rho\,r^n\,d^3r$; they are sums over all electrons, not averages per electron.

## (a) The hydrogen atom

**Reduce $f$ to a radial integral for a spherical density, and evaluate it for the hydrogen ground state. How does it behave at large $q$?**

Take $\mathbf q$ as the polar axis and set $u=\cos\theta$. The azimuthal integral gives $2\pi$, and

$$\int_{-1}^{1}e^{iqru}\,du=\frac{e^{iqr}-e^{-iqr}}{iqr}=\frac{2\sin qr}{qr}.$$

Hence

$$f(q)=4\pi\int_0^\infty\rho(r)\,r^2\,\frac{\sin qr}{qr}\,dr. \tag{1}$$

For hydrogen $\rho=e^{-2r}/\pi$, so

$$f(q)=\frac4q\int_0^\infty r\,e^{-2r}\sin qr\,dr .$$

To evaluate this, start from a simpler integral with $a>0$:

$$I(a)=\int_0^\infty e^{-ar}\sin qr\,dr=\operatorname{Im}\frac{1}{a-iq}=\frac{q}{a^2+q^2}. \tag{2}$$

Differentiation with respect to $a$ brings down a factor $-r$, so

$$\int_0^\infty r\,e^{-ar}\sin qr\,dr=-\frac{dI}{da}=\frac{2aq}{(a^2+q^2)^2}.$$

At $a=2$ this is $4q/(4+q^2)^2$. Multiplying by $4/q$ gives

$$f(q)=\frac{16}{(4+q^2)^2}=\left(1+\frac{q^2}{4}\right)^{-2}. \tag{3}$$

In ordinary units $q$ is replaced by $qa_0$. The form factor starts at 1 and has fallen to $0.25$ at $q=2$, where waves from different parts of the atom partly cancel.

At large $q$, $f\approx16/q^4$. This power comes from the cusp of the density at the nucleus. To see it, write (1) as $(4\pi/q)\int_0^\infty g\sin qr\,dr$ with $g=r\rho$. Integrating by parts repeatedly gives

$$\int_0^\infty g\sin qr\,dr=\frac{g(0)}{q}-\frac{g''(0)}{q^3}+\dots$$

Here $g(0)=0$ and $g''(0)=2\rho'(0)$. The leading term of $f$ is therefore $-8\pi\rho'(0)/q^4$, and $\rho'(0)=-2/\pi$ returns $16/q^4$.

## (b) Small $q$, spherical atom

**Find the leading departure of $f$ from $N$ for any spherical density, and bound the error made by stopping there.**

The function $\sin x/x$ in (1) can be enclosed between polynomials. For $x\ge0$ start from $\cos x\le1$ and integrate repeatedly from 0 to $x$:

- $\sin x\le x$;
- $1-\cos x\le x^2/2$, so $\cos x\ge1-x^2/2$;
- $\sin x\ge x-x^3/6$;
- $1-\cos x\ge x^2/2-x^4/24$, so $\cos x\le1-x^2/2+x^4/24$;
- $\sin x\le x-x^3/6+x^5/120$.

Dividing the third and the last line by $x$ gives

$$1-\frac{x^2}{6}\le\frac{\sin x}{x}\le1-\frac{x^2}{6}+\frac{x^4}{120}.$$

Set $x=qr$, multiply by $4\pi r^2\rho\ge0$ and integrate. The inequalities survive because the weight is nowhere negative:

$$f(q)=N-\frac{q^2\langle r^2\rangle}{6}+R(q),\qquad 0\le R(q)\le\frac{q^4\langle r^4\rangle}{120}. \tag{4}$$

The moments are finite because the density of a bound atom decays exponentially. The initial fall of $f$ thus measures the size of the atom, with the outer electrons weighted by $r^2$.

Hydrogen provides a check. With $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$,

$$\langle r^2\rangle=4\cdot\frac{4!}{2^5}=3,\qquad \langle r^4\rangle=4\cdot\frac{6!}{2^7}=22.5 .$$

Expanding (3) gives $f=1-q^2/2+3q^4/16-\dots$. The quadratic coefficient is $3/6$, and the quartic one is $22.5/120=3/16$, as they should be.

## (c) Atoms that are not spherical

**Suppose an atom is in a state of definite parity whose density is not spherical. What replaces the quadratic term? Apply the result to hydrogen in the state $2p_z$.**

Inverting all electron coordinates multiplies a wavefunction of definite parity by $\pm1$ and leaves its square unchanged. Hence $\rho(-\mathbf r)=\rho(\mathbf r)$. The odd part of $e^{i\mathbf q\cdot\mathbf r}$ integrates to zero, and $f=\int\rho\cos(\mathbf q\cdot\mathbf r)\,d^3r$. The cosine bounds of part (b) give

$$f(\mathbf q)=N-\tfrac12\langle(\mathbf q\cdot\mathbf r)^2\rangle+R',\qquad 0\le R'\le\tfrac1{24}\langle(\mathbf q\cdot\mathbf r)^4\rangle. \tag{5}$$

The quadratic term depends on the direction of $\mathbf q$. Averaged over all orientations, the square of any one component of $\mathbf r$ is $r^2/3$, and the term becomes $-q^2\langle r^2\rangle/6$. Equation (4) therefore describes spherical atoms, and its quadratic term also describes an orientation average, but not every single oriented atom.

For $2p_z$ the density is $\rho=z^2e^{-r}/(32\pi)$. The angular integral of $\cos^2\theta$ is $4\pi/3$, so

$$\langle r^2\rangle=\frac{1}{32\pi}\cdot\frac{4\pi}{3}\int_0^\infty r^6e^{-r}dr=\frac{720}{24}=30 .$$

The mean of $\cos^2\theta$ with weight $\cos^2\theta$ is $(1/5)/(1/3)=3/5$. Hence $\langle z^2\rangle=18$, and by symmetry $\langle x^2\rangle=\langle y^2\rangle=(30-18)/2=6$. The coefficient of $-q^2$ is 9 along $z$ and 3 along $x$ or $y$. The mean, $(9+3+3)/3=5$, equals $30/6$.

Direct three-dimensional integration at $q=0.01$ gives $(1-f)/q^2=8.997$ along $z$ and $2.999$ along $x$ and $y$. The small shortfall along $z$ is the next term, $q^2\langle z^4\rangle/24$. Since $\langle r^4\rangle=8!/24=1680$ and the weighted mean of $\cos^4\theta$ is $(1/7)/(1/3)=3/7$, $\langle z^4\rangle=720$ and the term is $0.003$.

## (d) Scattering of an electron

**A fast electron scatters elastically from the atom. Express its amplitude in the first Born approximation through $Z$ and $f$.**

The atom is assumed to stay undisturbed in its initial state, and exchange between the projectile and the atomic electrons is neglected. The projectile then moves in the static potential

$$V(\mathbf r)=-\frac Zr+\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Its Schrödinger equation is $(\nabla^2+k^2)\psi=2V\psi$. The outgoing wave $e^{ikr}/r$ satisfies $(\nabla^2+k^2)(e^{ikr}/r)=-4\pi\delta(\mathbf r)$: away from the origin $r$ times it obeys $u''=-k^2u$, and near the origin it behaves as $1/r$. Therefore

$$\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}-\frac1{2\pi}\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}V(\mathbf r')\psi(\mathbf r')\,d^3r' .$$

Far away, $|\mathbf r-\mathbf r'|\approx r-\hat{\mathbf r}\cdot\mathbf r'$ in the phase and $\approx r$ in the denominator. With the outgoing wave vector $\mathbf k'=k\hat{\mathbf r}$, the scattered wave is $f_e\,e^{ikr}/r$. The first Born approximation replaces $\psi$ under the integral by the incident wave, which requires the potential to distort that wave little:

$$f_e(\mathbf q)=-\frac1{2\pi}\int V(\mathbf r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r,\qquad \mathbf q=\mathbf k-\mathbf k'. \tag{6}$$

The transform of $1/r$ does not converge by itself. Replace every $1/r$ by $e^{-\mu r}/r$ and let $\mu\to0$ at fixed $q\ne0$. The angular integral of part (a) and equation (2) with $a=\mu$ give

$$\int\frac{e^{-\mu r}}{r}e^{i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}{q}\int_0^\infty e^{-\mu r}\sin qr\,dr=\frac{4\pi}{q^2+\mu^2}.$$

In the electron term substitute $\mathbf r=\mathbf r'+\mathbf s$. The exponential splits into $e^{i\mathbf q\cdot\mathbf r'}e^{i\mathbf q\cdot\mathbf s}$. The $\mathbf s$ integral is the one just found, and the $\mathbf r'$ integral is $f(\mathbf q)$. The two parts of the potential add to $-4\pi(Z-f)/(q^2+\mu^2)$. Multiplying by $-1/(2\pi)$ and letting $\mu\to0$ gives the Mott-Bethe formula,

$$f_e(\mathbf q)=\frac{2\,[Z-f(\mathbf q)]}{q^2}. \tag{7}$$

In ordinary units the prefactor in (6) is $-m/(2\pi\hbar^2)$ and the potential carries $e^2/(4\pi\varepsilon_0)$. Together they turn the 2 into $2/a_0$, so $f_e=2(Z-f)/(a_0q^2)$, a length. The amplitude is positive wherever $f<Z$, as for neutral atoms and cations, where the attraction by the nucleus prevails; for an anion it is negative at small $q$. Where $f$ is small compared with $Z$, the amplitude approaches $2Z/q^2$, that of the bare nucleus.

For hydrogen put $x=q^2/4$, so that $2/q^2=1/(2x)$:

$$f_e=\frac1{2x}\left[1-\frac1{(1+x)^2}\right]=\frac{2x+x^2}{2x(1+x)^2}=\frac{1+q^2/8}{(1+q^2/4)^2}. \tag{8}$$

## (e) The forward direction

**Equation (7) has $q^2$ in its denominator. What happens as $q\to0$ for a neutral atom and for an ion?**

For a spherical neutral atom $Z=N$, and (4) gives $Z-f=q^2\langle r^2\rangle/6-R$. The factor $q^2$ cancels:

$$f_e(q)=\frac{\langle r^2\rangle}{3}-\frac{2R}{q^2},\qquad 0\le\frac{2R}{q^2}\le\frac{q^2\langle r^4\rangle}{60}. \tag{9}$$

Hence $f_e(0)=\langle r^2\rangle/3$, or $\langle r^2\rangle/(3a_0)$ in ordinary units. The limit is finite because the electrons screen the nucleus completely at large distance.

The same value must follow from (6) at $q=0$, which reads $f_e(0)=-2\int_0^\infty r^2V\,dr$. For hydrogen, the charge inside radius $r$ acts as if at the centre, and each shell outside contributes its charge divided by its own radius. The nuclear charge left unscreened at $r$ equals the electron charge outside $r$:

$$V=-\frac1r\int_r^\infty4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds .$$

The integrals are $e^{-2r}(2r^2+2r+1)$ and $e^{-2r}(2r+1)$, so $V=-(1+1/r)e^{-2r}$. Then

$$f_e(0)=2\int_0^\infty(r^2+r)e^{-2r}dr=2\left(\tfrac14+\tfrac14\right)=1,$$

in agreement with (8) and with $\langle r^2\rangle/3=3/3$. In ordinary units this is $a_0=0.529$ Å.

For an ion the leading term is $2(Z-N)/q^2$, which diverges. In the direct integral the cause is the tail $V=-(Z-N)/r$: the range from $R_1$ to $R_2$ contributes $(Z-N)(R_2^2-R_1^2)$, which grows without limit. For Li$^+$ between 20 and 40 $a_0$ this is $1600-400=1200$ $a_0$, the value found numerically from the computed potential.

An oriented neutral atom in a state of definite parity is a third case. Equations (5) and (7) give the limit $\langle(\hat{\mathbf q}\cdot\mathbf r)^2\rangle$, which depends on the direction from which $\mathbf q$ approaches zero. For $2p_z$ it is 18 $a_0$ along $z$ and 6 $a_0$ along $x$.

## (f) The lithium atom

**A restricted open-shell Hartree-Fock calculation for free Li, $1s^22s$, gives $\langle r^2\rangle=18.63\ a_0^2$, of which $0.89$ comes from the two $1s$ electrons and $17.74$ from the $2s$ electron. Find $f_e(0)$, and use the table to see which electrons matter at each $q$.**

All occupied orbitals are $s$ functions, so the density is spherical and (4) and (9) apply. The orbitals are expanded in 17 $s$-type Gaussians; a second basis changes $\langle r^2\rangle$ by $0.003\ a_0^2$. Correlation and relativity are left out, and this basis comparison does not measure their effect. Correlation contracts the atom: it lowers $\langle r^2\rangle$ by more than 1%, to about $18.4\ a_0^2$, and $f_e(0)$ to about $6.1\ a_0$, so the last digits below belong to the Hartree-Fock model, not to the real atom.

The forward amplitude is

$$f_e(0)=\frac{18.63}{3}=6.21\ a_0=3.29\ \text{Å}.$$

The integral over the potential gives the same value. The $2s$ electron supplies $17.74/18.63=95\%$ of it. From hydrogen to lithium the forward X-ray form factor grows by a factor of 3, but the forward electron amplitude by 6.2, because it weights each electron by $r^2$.

| $q$ ($1/a_0$) | $f$ | $f$ of $1s^2$ | $f$ of $2s$ | $f_e$ ($a_0$) |
|---|---|---|---|---|
| 0.1 | 2.969 | 1.999 | 0.971 | 6.12 |
| 0.5 | 2.448 | 1.963 | 0.485 | 4.41 |
| 1.0 | 1.902 | 1.859 | 0.042 | 2.20 |
| 2.0 | 1.511 | 1.520 | −0.010 | 0.74 |
| 4.0 | 0.820 | 0.811 | 0.010 | 0.27 |

At $q=0.1$ the quadratic form gives $3-0.01\times18.63/6=2.969$, equal to $f$ at this precision. At $q=0.5$ it gives $2.224$ instead of $2.448$, and at $q=1$ it is negative, $-0.105$. For so diffuse an atom the expansion is useful only at small $q$.

At $q=1$ the $2s$ electron has almost vanished from $f$, and this loss of screening dominates $f_e$. Splitting the nuclear charge as $2+1$ gives

$$Z-f=(2-1.859)+(1-0.042)=0.141+0.958 .$$

The second bracket is 87% of the sum. It represents one unit of nuclear charge that the spread-out $2s$ electron no longer screens at this $q$. The electron itself has little effect here: removing it with the core frozen would raise $Z-f$ by only $0.042$, about 4% of its value.

At $q=2$ the $2s$ part of $f$ is slightly negative. This is allowed, since $\sin(qr)/(qr)$ is negative for $\pi<qr<2\pi$, here between 1.57 and 3.14 $a_0$; charge there scatters out of phase with charge at the nucleus. At $q=4$ the bare nucleus would give $2\times3/16=0.375\ a_0$, and the remaining electron contribution lowers this to $0.27\ a_0$.

Formula (7) needs care near $q=0$, because it divides a small difference by $q^2$. At $q=0.05$ an error of $10^{-5}$ in $f$ changes $f_e$ by $2\times10^{-5}/0.0025=0.008\ a_0$, and the change grows as $1/q^2$. The moment $\langle r^2\rangle/3$ avoids this cancellation.

These values belong to the static first Born model with a nonrelativistic projectile. For a relativistic electron the mass $m$ in the prefactor of (6) becomes $\gamma m$, with $\gamma=1+E_{\rm kin}/(mc^2)$; at 200 keV this multiplies $f_e$ by 1.39. At low projectile energy the neglected exchange, the response of the atom to the projectile and higher Born terms can change the amplitude, so $6.21\ a_0$ is not a prediction for slow electrons. Further values are listed in the numerical output.

## Computed results

```
H 1s <r^2> = 3.0000 a0^2
H f_e(0) = 1.0000 a0 = 0.5292 angstrom
H table: q (1/a0), f (electrons), f_e (a0)
  0.5  0.88581  0.91349
  1.0  0.64000  0.72000
  2.0  0.25000  0.37500
  4.0  0.04000  0.12000
H 2p_z <r^2> = 30.0000 a0^2
H 2p_z (1-f)/q^2 at q = 0.01 1/a0, along x, y, z (a0^2):
  2.999  2.999  8.997
  mean over x, y, z = 4.999 a0^2
Li nuclear charge Z = 3, electrons N = 3.000000
Li basis A: 17 s Gaussians, smallest exponent 0.015 a0^-2, ratio 2.2
Li basis B: 15 s Gaussians, smallest exponent 0.013 a0^-2, ratio 2.4
Li energy, basis A = -7.432701 hartree
Li energy, basis B = -7.432667 hartree
Li <r^2>, basis A = 18.6326 a0^2
Li <r^2>, basis B = 18.6352 a0^2
Li 1s^2 part of <r^2> = 0.8936 a0^2
Li 2s part of <r^2> = 17.7390 a0^2
Li 2s share of <r^2> = 95.20 percent
Li <r^4> = 567.06 a0^4
Li f_e(0) from <r^2>/3 = 6.2109 a0 = 3.2867 angstrom
Li f_e(0) from potential integral = 6.2109 a0
Li table: q (1/a0), f, quadratic f, f of 1s^2, f of 2s, f_e (a0)
  0.05  2.99227  2.99224  1.99963  0.99264  6.1873
  0.10  2.96941  2.96895  1.99851  0.97090  6.1175
  0.20  2.88299  2.87578  1.99406  0.88893  5.8505
  0.50  2.44814  2.22364  1.96331  0.48482  4.4149
  1.00  1.90193  -0.10544  1.85947  0.04246  2.1961
  2.00  1.51079  -9.42175  1.52033  -0.00953  0.7446
  4.00  0.82026  -46.68701  0.81059  0.00967  0.2725
Li+ forward integral from r = 20 to 40 a0 = 1200.000 a0
```
